# Thermal averaging of the electron–phonon rate in a metal

## First half: the rate from gain and loss

Suppose a transport calculation for a cold metal needs a single electron–phonon relaxation rate. One must then decide where to take it: at the Fermi level, or averaged over the electrons within a few $k_BT$ of it. For impurity scattering with a rate that is flat in energy the choice has no effect. For phonons with the low-energy spectrum treated here, the average is $12/7\approx1.71$ times the Fermi-level value. If a linewidth calculated at the Fermi level is inserted where the formula calls for the averaged rate, the rate used is only $7/12$ of the one required, however well the coupling itself is known.

### The model and its conventions

Let $\varepsilon$ be the electron energy measured from the chemical potential, and let $\omega$ be a phonon energy, so that no $\hbar$ stands beside $\omega$. The equilibrium occupations are

$$f(\varepsilon)=\frac{1}{e^{\varepsilon/k_BT}+1},\qquad n(\omega)=\frac{1}{e^{\omega/k_BT}-1}.$$

An electron in state $k$ can go to a state $k'$ of the same spin by emitting or absorbing a phonon of energy $\omega_{kk'}$, with matrix element $M_{kk'}$. Its strength is collected in the spectral function

$$\alpha^2F(\omega)=\sum_{k'}|M_{kk'}|^2\,\delta(\varepsilon_{k'}-\varepsilon')\,\delta(\omega-\omega_{kk'}).$$

The squared matrix element has the dimension of energy squared and each delta function that of inverse energy, so $\alpha^2F$ is a pure number. We assume that it depends neither on the initial state $k$ nor on the final energy $\varepsilon'$. This requires an isotropic coupling and an electronic density of states that is constant over the energies involved. The model is

$$\alpha^2F(\omega)=\lambda\left(\frac{\omega}{\omega_D}\right)^2,\qquad 0<\omega<\omega_D,$$

and zero above the cutoff $\omega_D$. The prefactor is the usual coupling constant, because

$$2\int_0^{\omega_D}\frac{\alpha^2F(\omega)}{\omega}\,d\omega=\frac{2\lambda}{\omega_D^2}\int_0^{\omega_D}\omega\,d\omega=\lambda .$$

The phonons are held in equilibrium at temperature $T$. The main result also needs $k_BT\ll\omega_D$, so that thermal electrons do not feel the cutoff.

### What is meant by the rate

Choose one state of energy $\varepsilon$ and give it an arbitrary occupation $\phi$, while every other state keeps its equilibrium occupation. To leading order in the coupling, the golden rule gives all transition rates. An electron leaves by emission with the factor $n+1$ or by absorption with the factor $n$, provided the final state is empty. An electron enters by the reverse processes, provided the chosen state is empty. Hence

$$\frac{d\phi}{dt}=\frac{2\pi}{\hbar}\int_0^\infty d\omega\,\alpha^2F(\omega)\,\bigl[(1-\phi)\,G-\phi\,L\bigr],$$

$$L=(n+1)\,[1-f(\varepsilon-\omega)]+n\,[1-f(\varepsilon+\omega)],$$

$$G=n\,f(\varepsilon-\omega)+(n+1)\,f(\varepsilon+\omega).$$

In $G$, an electron at $\varepsilon-\omega$ must absorb a phonon to arrive, and one at $\varepsilon+\omega$ must emit one.

The right-hand side vanishes at $\phi=f(\varepsilon)$. To see this, use $f(\varepsilon)/[1-f(\varepsilon)]=e^{-\varepsilon/k_BT}$ and $(n+1)/n=e^{\omega/k_BT}$. For the pair of states $\varepsilon$ and $\varepsilon-\omega$, the ratio of loss to gain is

$$\frac{f(\varepsilon)\,[1-f(\varepsilon-\omega)]\,(n+1)}{[1-f(\varepsilon)]\,f(\varepsilon-\omega)\,n}
=e^{-\varepsilon/k_BT}\,e^{(\varepsilon-\omega)/k_BT}\,e^{\omega/k_BT}=1 .$$

For the pair $\varepsilon$ and $\varepsilon+\omega$ the three exponents are $-\varepsilon$, $\varepsilon+\omega$ and $-\omega$, which again add to zero.

The right-hand side is linear in $\phi$, with slope $-(G+L)$ under the integral. An excess $\phi-f(\varepsilon)$ therefore decays exponentially with the rate obtained from

$$G+L=2n+1-f(\varepsilon-\omega)+f(\varepsilon+\omega).$$

Since $1-f(\varepsilon-\omega)=f(\omega-\varepsilon)$, this becomes

$$\frac{1}{\tau(\varepsilon)}=\frac{2\pi}{\hbar}\int_0^\infty d\omega\,\alpha^2F(\omega)\,\bigl[2n(\omega)+f(\omega+\varepsilon)+f(\omega-\varepsilon)\bigr].\tag{1}$$

This rate differs from the probability per unit time that an electron present in the state leaves it. Detailed balance gives $fL=(1-f)G$ for the integrated quantities as well, so $G+L=L/(1-f)$. The bare departure rate is thus $(1-f)/\tau$, which at the Fermi level is half of $1/\tau$. The other half comes from the gain term: an excess electron also blocks arrivals.

### The cube of the temperature

Measure both energies in thermal units, $x=\omega/k_BT$ and $y=\varepsilon/k_BT$, and write $f(x\pm y)$ and $n(x)$ for the occupations in these variables. The spectral function supplies $\lambda(k_BT)^2x^2/\omega_D^2$, and $d\omega$ supplies one more factor $k_BT$. For $k_BT\ll\omega_D$ the upper limit may be moved to infinity, because at fixed $y$ the bracket in (1) falls off as $e^{-x}$. Then

$$\frac1{\tau(\varepsilon)}=\frac{2\pi\lambda}{\hbar}\frac{(k_BT)^3}{\omega_D^2}\,g(y),$$

$$g(y)=\int_0^\infty x^2\,\bigl[2n(x)+f(x+y)+f(x-y)\bigr]\,dx.\tag{2}$$

At a fixed value of $y$, and so at the Fermi level, the rate follows $T^3$. At a fixed nonzero energy $\varepsilon$ it does not, since $y$ itself changes with temperature.

At $y=0$ the bracket simplifies:

$$\frac{2}{e^x-1}+\frac{2}{e^x+1}=\frac{4e^x}{e^{2x}-1}=\frac{2}{\sinh x}=4\sum_{j=0}^{\infty}e^{-(2j+1)x}.$$

With $\int_0^\infty x^2e^{-mx}dx=2/m^3$, term-by-term integration gives

$$g(0)=8\sum_{j=0}^\infty\frac1{(2j+1)^3}=8\left(1-\frac18\right)\zeta(3)=7\,\zeta(3).$$

The sum over odd integers is the full sum $\zeta(3)=\sum_{m\ge1}m^{-3}$ less its even terms, which amount to $\zeta(3)/8$. Therefore

$$\frac1{\tau(0)}=\frac{14\pi\,\zeta(3)\,\lambda\,(k_BT)^3}{\hbar\,\omega_D^2}.\tag{3}$$

### The average at fixed phonon energy

The thermal window is described by the normalized weight $-\partial f/\partial\varepsilon$, which is even in $\varepsilon$. We define

$$\left\langle\frac1\tau\right\rangle=\int_{-\infty}^{\infty}d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)\frac1{\tau(\varepsilon)} .$$

This average counts collisions. In equilibrium the number of departures per unit time from states at $\varepsilon$ is proportional to $f(1-f)/\tau$, and $f(1-f)=k_BT(-\partial f/\partial\varepsilon)$. The total number of scattering events is therefore proportional to $k_BT\langle1/\tau\rangle$.

Everything in (2) is positive, so the order of the integrations may be exchanged. Hold $x$ fixed and average over $y$ first. Take $u=f(y)$ as the new variable; the weight then becomes $du$ on the interval from 0 to 1. Since $e^y=(1-u)/u$,

$$f(x+y)=\frac{1}{1+e^x(1-u)/u}=\frac{u}{a-bu},\qquad a=e^x,\quad b=e^x-1 .$$

Division of the numerator by the denominator gives

$$\frac{u}{a-bu}=-\frac1b+\frac ab\,\frac1{a-bu}.$$

The last fraction integrates to $(1/b)\ln[a/(a-b)]$. Here $a-b=1$ and $\ln a=x$, so

$$\langle f(x+y)\rangle=-\frac1b+\frac{a\,x}{b^2}=-n(x)+\frac{x\,e^x}{(e^x-1)^2}.$$

Because the weight is even, $\langle f(x-y)\rangle$ has the same value. The Bose terms cancel, and the averaged bracket is

$$\langle2n+f(x+y)+f(x-y)\rangle=\frac{2x\,e^x}{(e^x-1)^2}=\frac{x}{2\sinh^2(x/2)}.\tag{4}$$

It remains to integrate over the phonons. Note that $e^x/(e^x-1)^2=-dn/dx$ and integrate by parts:

$$\langle g\rangle=-2\int_0^\infty x^3\frac{dn}{dx}\,dx=6\int_0^\infty x^2n(x)\,dx .$$

The boundary term $-2x^3n$ vanishes as $x^2$ at the lower end and exponentially at the upper end. Expanding $n=\sum_{m\ge1}e^{-mx}$ gives $\int_0^\infty x^2n\,dx=2\zeta(3)$, hence

$$\langle g\rangle=12\,\zeta(3),\qquad
\left\langle\frac1\tau\right\rangle=\frac{24\pi\,\zeta(3)\,\lambda\,(k_BT)^3}{\hbar\,\omega_D^2}=\frac{12}{7}\,\frac1{\tau(0)}.\tag{5}$$

### Where the factor comes from

The two phonon kernels can be compared before integration. Using $\sinh x=2\sinh(x/2)\cosh(x/2)$, the averaged kernel divided by the Fermi-level kernel is

$$r(x)=\frac{x/[2\sinh^2(x/2)]}{2/\sinh x}=\frac x2\coth\frac x2 .$$

With $z=x/2$, the derivative of $z\coth z$ is $(\tfrac12\sinh2z-z)/\sinh^2z>0$. The function $r$ starts at 1 for $x\to0$ and grows steadily. Phonons much softer than $k_BT$ scatter all electrons in the window alike. Harder phonons relax states away from the Fermi level faster. Above it, an electron finds more empty states at lower energy into which it can fall by emission. Below it, an empty state finds more electrons at higher energy that can fall into it. Within this model the average thus exceeds the Fermi-level rate for any shape of $\alpha^2F$, but the factor depends on the shape.

For $\alpha^2F\propto\omega^p$ with $p>0$ the same two integrations apply. The Fermi-level integral becomes

$$2\int_0^\infty\frac{x^p}{\sinh x}\,dx=4\,\Gamma(p+1)\left[1-2^{-(p+1)}\right]\zeta(p+1),$$

and the averaged one becomes $2(p+1)\Gamma(p+1)\zeta(p+1)$. Their ratio is

$$\frac{\langle1/\tau\rangle}{1/\tau(0)}=\frac{p+1}{2\,[1-2^{-(p+1)}]} .$$

It equals $4/3$ for a linear spectrum, $12/7$ for the quadratic one and $32/15$ for a cubic one.

### A model metal at 10 K

Take the round parameters $\lambda=0.5$, $\omega_D=30$ meV and $T=10$ K. The thermal energy is $k_BT=0.8617$ meV, so $\omega_D/k_BT=34.8$ and the low-temperature formulas apply. With $\zeta(3)=1.2021$, equation (3) gives the width

$$\frac{\hbar}{\tau(0)}=14\pi\times1.2021\times0.5\times\frac{(0.8617)^3}{30^2}\ \text{meV}=0.0188\ \text{meV}.$$

Multiplication by $12/7$ gives $\hbar\langle1/\tau\rangle=0.0322$ meV. Division by $\hbar$ turns these widths into rates of 0.0286 ps⁻¹ at the Fermi level and 0.0490 ps⁻¹ for the average. Both widths are far below $k_BT$. The normal state is assumed throughout. The same coupling favours pairing: for these parameters the linearized Eliashberg gap equation gives a transition near 8 K without Coulomb repulsion and near 3 K with a Coulomb pseudopotential $\mu^*=0.1$, so the $T^3$ laws apply only above the superconducting transition.

### When the cutoff is felt

At higher temperature the integrals stop at $x_D=\omega_D/k_BT$. The ratio of the rates is then the mean of $r(x)$ over $0<x<x_D$ with weight $x^2/\sinh x$. Since $r$ increases, removing the upper part of the range lowers its mean, so the ratio falls as the temperature rises. For small $x_D$ we have $r\approx1+x^2/12$ and a weight close to $x$. The mean of $x^2$ is then $x_D^2/2$, and the ratio approaches $1+x_D^2/24$. In the same limit the bracket in (1) tends to $2k_BT/\omega$, and both rates tend to $2\pi\lambda k_BT/\hbar$.

Gauss–Legendre quadrature with the cutoff kept gives, for the model metal:

| $T$ (K) | averaged rate / Fermi-level rate |
|---:|---:|
| 10 | 1.714 |
| 30 | 1.711 |
| 50 | 1.642 |
| 100 | 1.342 |
| 300 | 1.053 |
| 1000 | 1.005 |

The ratio has dropped by one per cent of $12/7$ near 38 K, where $\omega_D$ is still about nine times $k_BT$. The factor $12/7$ is therefore a low-temperature correction and must not be carried up to room temperature in this model.

The golden rule sets a further limit, since it presumes widths small compared with $k_BT$. For $\lambda=0.5$ the width $\hbar/\tau(0)$ is already about half of $k_BT$ at 50 K, exceeds $k_BT$ at 100 K and tends to $2\pi\lambda k_BT\approx3.1\,k_BT$. The averaged width is larger still: a third of $k_BT$ at 30 K, about half at 38 K and $0.87\,k_BT$ at 50 K. The table entries from 30 K upward therefore compare the integrals in (1), and should not be read as ratios of decay rates of sharply defined states.

## Second half: the rate from the self-energy

The symbols are those of the first half. Electron energies $\varepsilon$ are measured from the chemical potential, phonon energies are $\omega$, and $x=\omega/k_BT$, $y=\varepsilon/k_BT$. The functions $f$ and $n$ are the Fermi and Bose occupations, and $\alpha^2F=\lambda(\omega/\omega_D)^2$ below the cutoff $\omega_D\gg k_BT$. The gain and loss of one state gave a rate $1/\tau(\varepsilon)$ equal to $(2\pi\lambda/\hbar)(k_BT)^3/\omega_D^2$ times a function $g(y)$, with $g(0)=7\zeta(3)$ and thermal average $\langle g\rangle=12\zeta(3)$. We now obtain the rate from the damping of the electron propagator, and the average from the energy profile of $g$. Neither the collision term nor the average at fixed phonon energy is used.

### The self-energy at imaginary energies

Let $\varepsilon_m=(2m+1)\pi k_BT$ be the fermionic Matsubara energies. We keep the self-energy diagram with one phonon line and one full electron line, and drop corrections to the vertex:

$$\Sigma(i\varepsilon_n)=k_BT\sum_m\sum_{k'}|M_{kk'}|^2\,\frac{2\omega_{kk'}}{(\varepsilon_n-\varepsilon_m)^2+\omega_{kk'}^2}\,\frac{1}{i\varepsilon_m-\xi_{k'}-\Sigma(i\varepsilon_m)} .$$

Here $\xi_{k'}$ is the band energy without phonons. The coupling is isotropic, so $\Sigma$ does not depend on momentum. The density of states is constant, so the sum over $k'$ contains an integral over $\xi$ from $-\infty$ to $\infty$. With particle–hole symmetry $\Sigma(i\varepsilon_m)$ is imaginary, and its sign is opposite to that of $\varepsilon_m$. The denominator is then $iA-\xi$ with $A$ real and of the sign of $\varepsilon_m$, and

$$\int_{-\infty}^{\infty}\frac{d\xi}{iA-\xi}=\int_{-\infty}^{\infty}\frac{-iA-\xi}{A^2+\xi^2}\,d\xi=-i\pi\,\mathrm{sgn}\,\varepsilon_m .$$

The odd part cancels between symmetric limits. The size of $A$ has dropped out, and with it the self-energy on the right-hand side. The same value is obtained from $\int d\varepsilon'/(i\varepsilon_m-\varepsilon')$, a continuum of sharp levels, and we use that form:

$$\Sigma(i\varepsilon_n)=\int_0^\infty d\omega\,\alpha^2F(\omega)\int_{-\infty}^\infty d\varepsilon'\,S,$$

$$S=k_BT\sum_m\frac{2\omega}{(\varepsilon_n-\varepsilon_m)^2+\omega^2}\,\frac1{i\varepsilon_m-\varepsilon'} .$$

### The frequency sum

Write the summand as a function $h(z)$ at $z=i\varepsilon_m$. Since $(\varepsilon_n-\varepsilon_m)^2=-(i\varepsilon_n-z)^2$, partial fractions give

$$h(z)=\left[\frac1{z-i\varepsilon_n+\omega}-\frac1{z-i\varepsilon_n-\omega}\right]\frac1{z-\varepsilon'} .$$

The function $f(z)$ has poles at all $z=i\varepsilon_m$ with residue $-k_BT$. The product $f(z)h(z)$ decays as $z^{-3}$ or faster on large circles drawn between these poles, so its residues add to zero. Therefore $S$ equals the sum of the residues of $fh$ at the three poles of $h$.

At the two poles that contain $i\varepsilon_n$ we use $e^{i\varepsilon_n/k_BT}=-1$:

$$f(i\varepsilon_n-\omega)=\frac1{1-e^{-x}}=n+1,\qquad f(i\varepsilon_n+\omega)=\frac1{1-e^{x}}=-n .$$

They contribute $(n+1)/(i\varepsilon_n-\varepsilon'-\omega)$ and $+n/(i\varepsilon_n-\varepsilon'+\omega)$; in the second, the minus sign in $h$ cancels that of $-n$. The pole at $\varepsilon'$ contributes $f(\varepsilon')$ times the bracket at $z=\varepsilon'$. Together,

$$S=\frac{n+1-f(\varepsilon')}{i\varepsilon_n-\varepsilon'-\omega}+\frac{n+f(\varepsilon')}{i\varepsilon_n-\varepsilon'+\omega} .$$

This form has no singularity in the upper half-plane when $i\varepsilon_n$ is replaced by a complex energy, and it decays at large energy. The retarded self-energy follows from $i\varepsilon_n\to\varepsilon+i0$. The imaginary part of $1/(E+i0)$ is $-\pi\delta(E)$, so the first term selects $\varepsilon'=\varepsilon-\omega$ and the second $\varepsilon'=\varepsilon+\omega$:

$$-\mathrm{Im}\,\Sigma(\varepsilon)=\pi\int_0^\infty d\omega\,\alpha^2F(\omega)\,[\,2n+1-f(\varepsilon-\omega)+f(\varepsilon+\omega)\,].$$

An amplitude that evolves with the complex energy $\varepsilon+i\,\mathrm{Im}\,\Sigma$ decays as $e^{\mathrm{Im}\Sigma\,t/\hbar}$, and its square decays at twice that rate. With $1/\tau=-2\,\mathrm{Im}\,\Sigma/\hbar$ and $1-f(\varepsilon-\omega)=f(\omega-\varepsilon)$, we recover

$$\frac1{\tau(\varepsilon)}=\frac{2\pi}{\hbar}\int_0^\infty d\omega\,\alpha^2F(\omega)\,[\,2n(\omega)+f(\omega+\varepsilon)+f(\omega-\varepsilon)\,].$$

Setting $\omega=k_BT\,x$ and taking the cutoff to infinity gives the prefactor quoted above and

$$g(y)=\int_0^\infty x^2\,[\,2n(x)+f(x+y)+f(x-y)\,]\,dx .$$

### The energy profile

At $y=0$ the phonon and electron parts can be integrated separately. The first is $2\int x^2n\,dx=4\zeta(3)$. For the second, $f(x)=\sum_{m\ge1}(-1)^{m+1}e^{-mx}$, and the alternating sum of $m^{-3}$ is $\zeta(3)$ minus twice its even part, or $\tfrac34\zeta(3)$. Hence $2\int x^2f\,dx=4\cdot\tfrac34\zeta(3)=3\zeta(3)$, and $g(0)=7\zeta(3)$. Four sevenths of the Fermi-level rate come from the Bose terms and three sevenths from the Fermi terms.

For the dependence on $y$, differentiate. Since $\partial_yf(x+y)=\partial_xf(x+y)$ and $\partial_yf(x-y)=-\partial_xf(x-y)$, one integration by parts gives

$$g'(y)=2\int_0^\infty x\,[\,f(x-y)-f(x+y)\,]\,dx .$$

A second derivative and a second integration by parts give

$$g''(y)=2\int_0^\infty[\,f(x-y)+f(x+y)\,]\,dx=2\ln(1+e^y)+2\ln(1+e^{-y}) .$$

The boundary terms vanish, at $x=0$ because of the powers of $x$ and at infinity because of the exponentials. The product of the two arguments is $2+e^y+e^{-y}=4\cosh^2(y/2)$, so

$$g''(y)=4\ln\!\left[2\cosh\frac y2\right]>0 .$$

The profile is even and convex. Its minimum lies at the Fermi level, and any thermal average must exceed $g(0)$.

For $y>0$ define $\ell(y)=\ln(1+e^{-y})$, so that $\ln(1+e^y)=y+\ell$ and $g''=2y+4\ell$. The series

$$\Lambda(y)=\sum_{m\ge1}\frac{(-1)^{m+1}}{m^3}\,e^{-my}$$

satisfies $\Lambda''=\ell$, $\Lambda(0)=\tfrac34\zeta(3)$ and $\Lambda'(0)=-\pi^2/12$. Integrating twice with $g'(0)=0$ and $g(0)=7\zeta(3)$ gives

$$g(y)=4\zeta(3)+\frac{|y|^3+\pi^2|y|}{3}+4\Lambda(|y|) .$$

Relative to its value at $y=0$, the profile is 1.17 at $|y|=1$, 1.73 at 2, 2.84 at 3 and 7.48 at 5. For $k_BT\ll|\varepsilon|<\omega_D$ the cubic term dominates, and the rate becomes $2\pi\lambda|\varepsilon|^3/(3\hbar\omega_D^2)$, independent of temperature. Such an electron or hole decays by emitting phonons up to its own energy.

### The excess of the average

The difference between the average and the Fermi-level value can be computed on its own. Because $g$ and the weight are even,

$$\langle g\rangle-g(0)=2\int_0^\infty\left(-\frac{df}{dy}\right)[\,g(y)-g(0)\,]\,dy=2\int_0^\infty f(y)\,g'(y)\,dy .$$

A further integration by parts uses $f=-d\ell/dy$ and $g'(0)=0$:

$$\langle g\rangle-g(0)=2\int_0^\infty\ell\,g''\,dy=4\int_0^\infty(y\,\ell+2\ell^2)\,dy .$$

The first integral follows from $\ell=\sum_m(-1)^{m+1}e^{-my}/m$ and $\int_0^\infty y\,e^{-my}dy=m^{-2}$, and equals $\tfrac34\zeta(3)$. With $t=e^{-y}$ the second is

$$A=\int_0^1\frac{\ln^2(1+t)}t\,dt .$$

To find it, let $B$ and $C$ be the integrals with $\ln^2(1-t)$ and $\ln(1+t)\ln(1-t)$ in place of $\ln^2(1+t)$. Substituting $s=1-t$ and expanding $1/(1-s)$ gives

$$B=\int_0^1\frac{\ln^2s}{1-s}\,ds=\sum_{m\ge1}\frac2{m^3}=2\zeta(3).$$

The logarithm of $1-t^2$ is the sum of the two logarithms. With $s=t^2$ and $dt/t=ds/(2s)$,

$$A+B+2C=\int_0^1\frac{\ln^2(1-t^2)}t\,dt=\frac B2=\zeta(3).$$

For the difference of the logarithms put $s=(1-t)/(1+t)$, for which $dt/t=-2\,ds/(1-s^2)$:

$$A+B-2C=2\int_0^1\frac{\ln^2s}{1-s^2}\,ds=4\sum_{j\ge0}\frac1{(2j+1)^3}=\frac72\,\zeta(3).$$

Adding the two relations gives $2A+2B=\tfrac92\zeta(3)$, so $A=\tfrac14\zeta(3)$. The excess is

$$\langle g\rangle-g(0)=4\left(\frac34+\frac24\right)\zeta(3)=5\,\zeta(3).$$

Thus $\langle g\rangle=12\zeta(3)$, and the ratio is again $12/7$. The excess of five sevenths comes entirely from the curvature of the profile.

### What each derivation assumes

Both derivations take phonons in equilibrium, an isotropic quadratic $\alpha^2F$, a constant electronic density of states and $k_BT\ll\omega_D$. Both leave out impurities and electron–electron scattering, whose rates have other energy profiles. If such a rate is comparable with the phonon rate, the ratio for the total is no longer $12/7$.

They differ in how they treat the electrons. The kinetic derivation assigns occupations to states of definite energy and conserves that energy in each collision. It is a leading-order statement in the coupling and presumes widths small compared with $k_BT$. In return it shows what relaxes, namely an excess population, and it separates departures from blocked arrivals.

The self-energy derivation does not need narrow intermediate states, because the integral over $\xi$ removed their width. It needs instead a band wide enough for that integral to be extended to infinity, and it neglects vertex corrections. Its result is the damping of a propagator.

The propagator also shows a correction that the leading-order kinetic equation lacks. Let $K(\nu)=\int d\omega\,\alpha^2F\,2\omega/(\nu^2+\omega^2)$, so that $K(0)=\lambda$. For $n\ge0$ the sum over $m$ with the factor $\mathrm{sgn}\,\varepsilon_m$ cancels in pairs except for $2n+1$ terms:

$$\Sigma(i\varepsilon_n)=-i\pi k_BT\sum_{l=-n}^{n}K(2\pi lk_BT)\approx-i\lambda\varepsilon_n\qquad(\varepsilon_n\ll\omega_D).$$

At low real energies this means $\mathrm{Re}\,\Sigma\approx-\lambda\varepsilon$. The pole of the propagator then obeys $(1+\lambda)\varepsilon=\xi+i\,\mathrm{Im}\,\Sigma$, and the dressed quasiparticle decays at the rate $1/[(1+\lambda)\tau]$. For $\lambda=0.5$ both rates of the example are to be divided by 1.5 if that decay is wanted. To leading order in $k_BT/\omega_D$ the factor is constant over the thermal window, so it leaves the ratio $12/7$ unchanged. At 10 K in the example, $1-\partial\,\mathrm{Re}\,\Sigma/\partial\varepsilon$ rises from 1.51 at the Fermi level to 1.54 at $|y|=5$, and the ratio of the dressed decay rates is 1.70.

### Which average a calculation needs

Neither derivation selects the average; the use does. In the relaxation-time approximation with constant velocity and density of states, the electrons at each energy carry a current proportional to $(-\partial f/\partial\varepsilon)\,\tau(\varepsilon)$. The conductivity then contains $\langle\tau\rangle$. Since $1/\tau$ is smallest at the Fermi level, and since the mean of an inverse is at least the inverse of the mean,

$$\frac1{\tau(0)}<\frac1{\langle\tau\rangle}<\left\langle\frac1\tau\right\rangle .$$

For the model metal with $\lambda=0.5$, $\omega_D=30$ meV and $T=10$ K, quadrature over the profile gives $1/\langle\tau\rangle=0.0381$ ps⁻¹. It lies between the Fermi-level rate of 0.0286 ps⁻¹ and the averaged rate of 0.0490 ps⁻¹, and is 1.335 times the former. The average $\langle1/\tau\rangle$ belongs to a different ansatz, in which the whole distribution is displaced rigidly and one counts the collisions that act on it.

None of these $T^3$ rates is yet the phonon resistivity of a clean metal. In the rigid-displacement ansatz a collision through the angle $\theta$ removes the fraction $1-\cos\theta$ of the current carried by the electron. On a spherical Fermi surface of radius $k_F$, a momentum transfer $\hbar q$ has $q=2k_F\sin(\theta/2)$, hence $1-\cos\theta=q^2/(2k_F^2)$. For acoustic phonons with $\omega\propto q$ and no umklapp processes, this adds a factor $\omega^2$ to $\alpha^2F$. The averaged rate then contains two more powers of temperature and follows $T^5$. With the cutoff kept, the logarithmic slope of the numerical rates between 9 K and 11 K is 3.00 without this weight and 5.00 with it. For a quadratic $\alpha^2F$, $k_BT\ll\omega_D$ and phonon scattering alone, the factor $12/7$ therefore converts the Fermi-level rate $1/\tau(0)$ into the averaged relaxation rate $\langle1/\tau\rangle$, which is twice the averaged bare departure rate $\langle(1-f)/\tau\rangle$, while a resistivity requires the momentum weight as well.
